Langmuir Precursor Coverage and Exposure Saturation in an Atomic-Layer-Deposition Pulse, part 2

A precursor gas at pressure p fills adsorption sites on a surface during a pulse of duration t_p. A purge of duration t_g with p = 0 follows. How full are the sites after each stage, and when does exposure alone decide this?

The surface has N₀ identical, independent sites per unit area, and the coverage θ is the mean filled fraction. An empty site captures an arriving molecule with probability s₀; a filled one returns it to the gas. For molecular mass m, temperature T and Boltzmann's constant k_B, the flux to the surface is Φ = p/√(2πmk_BT). An empty site fills at the rate βp = s₀Φ/N₀. A filled site empties at the rate

k_d = ν exp(−E_d/k_BT),

with attempt rate ν and desorption energy E_d. The mean coverage obeys

dθ/dt = βp(1−θ) − k_dθ.

With the exposure E(t) = ∫₀ᵗ p(s) ds, in Pa s, and

A(t) = ∫₀ᵗ [βp(s)+k_d] ds = βE(t) + k_dt,

the general solution is

θ(t) = θ(0) exp[−A(t)] + ∫₀ᵗ βp(s) exp{−[A(t)−A(s)]} ds.

For an empty start and k_d = 0, the integral gives the exposure-only law

θ_irr(t) = 1 − exp[−βE(t)].

An empty fraction of at most ε then requires βE ≥ ln(1/ε).

At constant pressure the coverage tends to the plateau θ_eq = βp/(βp+k_d). Reaching a target q = 1−ε from an empty surface requires

p > p_min = (k_d/β) q/(1−q)

and, with r = k_d/(βp), the exposure

E_q = −ln[1−(1+r)q]/[β(1+r)].

The example has T = 400 K, k_BT = 0.03447 eV, ν = 10¹³ s⁻¹ and β = 2.635 Pa⁻¹ s⁻¹. Its rectangular pulse has p = 10 Pa and t_p = 0.20 s, so the exposure is 2.00 Pa s and θ_irr = 0.9949; the purge lasts 1.00 s. Strong sites have E_d = 1.30 eV and k_d = 4.18×10⁻⁴ s⁻¹; weak sites have E_d = 1.00 eV and k_d = 2.515 s⁻¹.

### How much desorption can change

With k_d > 0 and an empty start, separate the two parts of A in the general solution:

θ(t) = ∫₀ᵗ βp(s) exp{−β[E(t)−E(s)]} exp[−k_d(t−s)] ds.

For 0 ≤ s ≤ t, the last factor lies between exp(−k_dt) and 1. The rest of the integrand is not negative and integrates to θ_irr. Therefore

θ_irr exp(−k_dt) ≤ θ(t) ≤ θ_irr.

These bounds hold for any pulse shape. Subtracting the lower bound from θ_irr gives

0 ≤ θ_irr − θ(t) ≤ θ_irr[1−exp(−k_dt)] ≤ k_dt.

The final step uses θ_irr ≤ 1 and 1−exp(−x) ≤ x for x ≥ 0. The absolute error in coverage made by the exposure-only law is thus no larger than k_dt. Both bounds coincide as k_d → 0.

How small k_dt_p must be depends on the purpose. If a coverage error of a few hundredths is acceptable, k_dt_p may itself be a few hundredths. If the aim is to certify an empty fraction near ε, then k_dt_p ≪ ε is sufficient. Otherwise the correction may be comparable with the empty fraction that is to be controlled.

In the example, k_dt_p = 8.4×10⁻⁵ for strong sites. The exposure-only law is therefore safe at the level of ε = 0.01. For weak sites k_dt_p = 0.503, and the lower bound is 0.9949 × exp(−0.503) = 0.60. The actual coverage after the rectangular pulse is 0.910, which lies between this bound and the upper bound of 0.995. The bounds are broad here because k_dt_p is not small and they must allow for every pulse shape, from gas supplied at the very start to gas supplied at the very end.

### Equal exposures, different coverages

The role of time becomes clearer if the integral is written in terms of exposure. Consider the end of the pulse, and let u = E(t_p)−E(s) be the exposure still to come after time s. Let τ(u) = t_p−s be the time still to come. Since du = −p(s)ds, reversing the limits of integration removes the minus sign and gives

θ(t_p) = ∫₀^E β exp(−βu) exp[−k_dτ(u)] du,

where E without an argument is the exposure of the whole pulse. This form applies when the pressure is positive during the pulse, except possibly at isolated moments. For a given exposure, the first exponential is the same for every pulse. The shape enters through τ(u).

At constant pressure τ(u) = u/p. Lower pressure stretches the same exposure over a longer time, increases τ for every u > 0, and lowers the coverage if k_d > 0. For the exposure of 2 Pa s the results are:

- 1 Pa for 2.00 s: strong 0.9947, weak 0.512.
- 10 Pa for 0.20 s: strong 0.9948, weak 0.910.
- 100 Pa for 0.02 s: strong 0.9949, weak 0.986.

The strong-site coverage changes by less than 0.0002 while the pressure changes by a factor of 100. The weak-site coverage nearly doubles. Over this range of pressures, quoting the exposure without the pressure is adequate for the first kind of site and inadequate for the second.

A change of shape can matter even when duration and exposure are both fixed. Let p₀ = 10 Pa and compare the rectangular pulse with

p(t) = 2p₀ sin²(πt/t_p) = p₀[1−cos(2πt/t_p)].

The cosine integrates to zero over the pulse, so both exposures equal p₀t_p. The smooth pulse leaves the strong sites at 0.9948, as before. It leaves the weak sites at 0.858 instead of 0.910.

The reason can be derived from τ(u). In the last time interval τ of the smooth pulse, the exposure supplied is

u = p₀[τ − (t_p/2π) sin(2πτ/t_p)].

For 0 < τ < t_p/2 the sine is positive, so u < p₀τ. The smooth pulse therefore needs a longer final interval than the rectangle to supply the same u, if u < E/2. Write τ_s and τ_r for the smooth and rectangular pulses, so that τ_s(u) > τ_r(u) in this range.

Both pulses are symmetric in time, which gives τ(E−u) = t_p−τ(u) for each. In the other half of the exposure range the order is thus reversed. To compare the two effects, pair u < E/2 with E−u and let D = 1−exp{−k_d[τ_s(u)−τ_r(u)]}, which is positive. Relative to the rectangle, the smooth pulse loses in the integrand at u

β exp[−βu−k_dτ_r(u)] D,

and gains at E−u

β exp{−β(E−u)−k_d[t_p−τ_s(u)]} D.

Now u < E−u, and τ_r(u) < t_p/2 < t_p−τ_s(u). The loss has the less negative exponent and is the larger of the two. This holds for every pair, so the smooth pulse gives the lower coverage whenever k_d > 0. Physically, the final part of the pulse matters most, and there the smooth pulse supplies too little gas to replace the molecules that leave.

### The purge

The next reactant does not meet the surface at the end of the precursor pulse. It meets the surface after the purge. With p = 0 the rate equation is dθ/dt = −k_dθ, and hence

θ_after = θ(t_p) exp(−k_dt_g).

If k_dt_g → 0, the coverage is preserved. If k_dt_g ≫ 1, it is lost however well the pulse was saturated.

For the strong sites the coverage falls from 0.9948 to 0.9944 during the purge of 1.00 s. For the weak sites

θ_after = 0.910 × exp(−2.515) = 0.074.

Just before the purge, the weak sites were within 0.4% of their plateau. Afterwards about 7% of them are filled. A higher pulse pressure cannot repair this. Since θ(t_p) ≤ 1, the coverage after the purge cannot exceed exp(−2.515) = 0.081. This cap assumes that p = 0 from the start of the purge. If the pressure at the surface decays over a finite time, sites are refilled during the purge and more coverage survives: with a decay from 10 Pa of time constant 0.1 s the weak sites end at about 0.13.

A condition on the desorption energy follows if at least a fraction f of the adsorbed molecules is to survive. Start from exp(−k_dt_g) ≥ f and take logarithms:

k_dt_g ≤ ln(1/f).

Insert k_d = ν exp(−E_d/k_BT), divide by νt_g, and take logarithms again:

−E_d/k_BT ≤ ln[ln(1/f)/(νt_g)].

Multiplication by −k_BT reverses the inequality:

E_d ≥ k_BT ln[νt_g/ln(1/f)].

For f = 0.99, ln(1/f) = 0.01005. The outer logarithm is 34.5, and the required energy is 0.03447 eV × 34.5 = 1.19 eV. The strong sites exceed this value and the weak sites fall below it. At fixed temperature, a purge ten times longer raises the requirement by k_BT ln(10) = 0.079 eV, and so does an attempt rate ten times larger. The value 1.19 eV therefore belongs to ν = 10¹³ s⁻¹. Polyatomic molecules can have much larger attempt rates, and for ν = 10¹⁵ s⁻¹ the requirement is 1.35 eV, above the energy of the strong sites.

Lower temperature helps a molecule to survive the purge, since it reduces k_d. It also makes the purge less able to remove unwanted, weakly held molecules. If these remain when the next reactant arrives, the two half-reactions are no longer cleanly separated. The single-precursor model gives the retained coverage but does not decide which retained molecules are useful.

### The saturation condition for a complete step

Suppose that a coverage q_a is required after the purge. The coverage at the end of the pulse must then be at least

q = q_a exp(k_dt_g).

For a pulse of constant pressure on an initially empty surface, the step succeeds if three conditions hold:

1. The purge permits it: q_a exp(k_dt_g) < 1.
2. The pressure permits it: p > (k_d/β)q/(1−q).
3. The exposure is sufficient: pt_p ≥ −ln[1−(1+r)q]/[β(1+r)], with r = k_d/(βp).

The order matters. If the first condition fails, no pressure suffices. If the second fails, no pulse length suffices. The third then fixes the pulse length. As k_d → 0 the first two conditions hold for any q_a < 1 and p > 0, and the third becomes βE ≥ ln(1/ε). This is the condition found above for irreversible adsorption.

The weak sites fail the first condition for every q_a above 0.081. For the strong sites and q_a = 0.99, the factor exp(k_dt_g) differs from one by 4×10⁻⁴, and the example pulse succeeds because its coverage after the purge is 0.9944.

These results also suggest how to diagnose a plateau. Extending the pulse tests how close the coverage is to its plateau. Raising the pressure of a long pulse tests whether the plateau is below full coverage. Extending the purge tests whether the adsorbed molecules stay. Each measurement responds to a different combination of βp and k_d.

### What this says about dielectric nucleation

The adsorbed density is N₀θ, and saturation concerns θ. An inert two-dimensional channel may offer few sites at which a precursor can react, for example at defects or edges. All these sites can be filled while most of the surface remains bare.

The filling time need not reveal this. Define the capture area of one site as σ = s₀/N₀. When the sites are sparse and no longer tile the surface, s₀ = σN₀ is the capture probability per collision with the empty surface as a whole, and at fixed σ it falls in proportion to N₀. The filling rate is then

βp = σΦ.

If the sites are made sparser while each keeps the same σ, the rate per site and the required exposure are unchanged, but the final density N₀θ falls in proportion to N₀. A perfectly saturated pulse can therefore provide too few nuclei for a continuous dielectric. More exposure does not create more sites within this model.

A surface may also contain both kinds of site. If w is the fraction of strong sites, independence of the sites gives

θ_total = wθ_strong + (1−w)θ_weak.

With the example pulse, this is 0.995w + 0.910(1−w) before the purge and 0.994w + 0.074(1−w) after it. Before the purge the total depends little on w. Afterwards it depends strongly on w. A coverage measured during the pulse would thus be a poor guide to the number of molecules available to the next reactant.

### Where the model fails

The assumptions can fail in several distinct ways.

Large ligands can block neighbouring sites. The empty fraction 1−θ is then not the fraction able to accept a molecule, and the highest attainable coverage may lie below one even without desorption. Attraction or repulsion between adsorbed molecules makes the desorption rate of each molecule depend on which neighbouring sites are filled. The mean rate then depends on how the molecules are arranged, and in general it no longer closes on θ alone.

A molecule may first be held weakly above a filled site and then diffuse to an empty one. Capture can in that case remain efficient until the surface is nearly full, and the factor 1−θ is replaced by another function of coverage.

The pressure p in the capture rate βp is the pressure at the surface. In a narrow trench or a reactor where much precursor is consumed, it can differ from the pressure at the inlet and depend on coverage elsewhere. The equation for θ must then be solved together with gas transport. A measured inlet exposure cannot be inserted directly into βE.

Finally, s₀ and k_d have been treated as separate inputs. For reversible adsorption they are linked by equilibrium, because K = β/k_d fixes the isotherm. A change that lowers a common barrier speeds up both adsorption and desorption, and it does not by itself raise the plateau. The values for the example, including intermediate rates and coverages, are listed in the numerical output below.

Computed values

```
Molecular mass: 100 u
Temperature: 400 K
Thermal energy: 0.03447 eV
Site density: 5.0e+18 m^-2
Capture probability: 1.0e-03 (dimensionless)
Attempt rate: 1.0e+13 s^-1
Pulse pressure: 10.0 Pa
Pulse time: 0.20 s; purge time: 1.00 s
Pulse exposure: 2.000 Pa s
Impingement flux: 1.3174e+23 m^-2 s^-1
Exposure coefficient beta: 2.6348 Pa^-1 s^-1
Adsorption rate per empty site: 26.348 s^-1
Dimensionless exposure beta*E: 5.2696
Irreversible coverage after pulse: 0.99485
strong: desorption energy 1.30 eV
strong: desorption rate 4.1756e-04 s^-1
strong: desorption rate * pulse time 8.3512e-05
strong: plateau coverage 0.99998
strong: time to 99% of plateau 0.1748 s
strong: minimum p for 0.99 0.01569 Pa
strong: coverage after pulse 0.99484
strong: coverage after purge 0.99442
strong: smooth-pulse coverage 0.99483
weak: desorption energy 1.00 eV
weak: desorption rate 2.5151e+00 s^-1
weak: desorption rate * pulse time 5.0302e-01
weak: plateau coverage 0.91286
weak: time to 99% of plateau 0.1596 s
weak: minimum p for 0.99 94.5 Pa
weak: coverage after pulse 0.91002
weak: coverage after purge 0.07358
weak: smooth-pulse coverage 0.85791
Coverage at 10 Pa against pulse time:
  0.05 s: strong 0.73216, weak 0.69726
  0.10 s: strong 0.92825, weak 0.86194
  0.20 s: strong 0.99484, weak 0.91002
  0.40 s: strong 0.99996, weak 0.91285
Coverage at equal exposure, 2 Pa s:
  1 Pa, 2.00 s: strong 0.99470, weak 0.51160
  10 Pa, 0.20 s: strong 0.99484, weak 0.91002
  100 Pa, 0.02 s: strong 0.99485, weak 0.98570
Ideal exposure for 0.99, no desorption: 1.7478 Pa s
Strong-site exposure for 0.99 at 10 Pa: 1.7484 Pa s
Strong-site time for 0.99: 0.1748 s
Strong-site exposure: 1.3114e+04 langmuir
Weak-site exposure for 0.99 at 100 Pa: 2.8219 Pa s
Weak-site exposure for 0.99 at 200 Pa: 1.9812 Pa s
Weak-site exposure for 0.99 at 1000 Pa: 1.7838 Pa s
Energy for 99% retention in purge: 1.1904 eV
```
